# Automotion of a Free Domain Wall as Its Tilt Relaxes

## A special case: the moment at the wall centre

Take a domain wall across which the magnetization turns from $+\mathbf e_3$ on the left to $-\mathbf e_3$ on the right, where $\mathbf e_3$ is the easy axis. Let $\theta$ be the angle from $\mathbf e_3$ and $\phi$ the azimuth about it, called the tilt. Assume for now that the wall keeps a constant width $\Delta$, with slope $\partial\theta/\partial x=1/\Delta$ at its centre $q$.

Look at the moment at the centre, where $\theta=\pi/2$. The easy-axis anisotropy field is proportional to $m_3$, which is zero there. The exchange field along $\mathbf e_3$ is proportional to $\partial^2m_3/\partial x^2$, also zero there because $m_3$ is odd about the centre. With no field along $\mathbf e_3$, precession cannot change $\phi$. The damping torque can: it turns the moment in azimuth at $\alpha$ times its polar rate,
$$\dot\phi=\alpha\dot\theta .$$
If the wall moves at speed $\dot q$, the angle at that point changes at the rate $\dot\theta=-\dot q/\Delta$. Therefore
$$\dot q=-\frac{\Delta}{\alpha}\,\dot\phi .$$
A tilt that falls by one radian at $\alpha=0.05$ moves the wall by $20\Delta$. The factor $1/\alpha$ arises because a small azimuthal turn, produced by damping alone, requires a large polar turn, and polar turning of the moments is motion of the wall.

## Assumptions and conventions

The unit magnetization $\mathbf m(x,t)$ obeys the Landau–Lifshitz–Gilbert equation
$$\dot{\mathbf m}=-\gamma_0\,\mathbf m\times\mathbf H+\alpha\,\mathbf m\times\dot{\mathbf m},\qquad \gamma_0=\mu_0\gamma>0. \tag{1}$$
The energy density is
$$w=A|\mathbf m'|^2+K(1-m_3^2)+K_\perp m_2^2 ,$$
where a prime means $\partial/\partial x$, $K>0$ and $K_\perp>0$. The tilt $\phi$ is measured from $\mathbf e_1$, the easy transverse axis. The effective field is minus the variational derivative of the energy divided by $\mu_0M_s$:
$$\mathbf H=\frac{2}{\mu_0M_s}\left(A\mathbf m''+Km_3\mathbf e_3-K_\perp m_2\mathbf e_2\right). \tag{2}$$

There is no applied field, current, pinning, Dzyaloshinskii–Moriya interaction or thermal noise. The wall has a uniform tilt and the profile
$$\theta=2\arctan e^{Q(x-q)/\Delta},\qquad \Delta(\phi)=\sqrt{\frac{A}{K+K_\perp\sin^2\phi}} . \tag{3}$$
Here $Q=+1$ if $m_3$ falls from $+1$ to $-1$ along $x$, and $Q=-1$ if it rises. How well this profile solves (1) is examined after the theorem.

**Theorem.** Under these assumptions, a wall whose tilt goes from $\phi_0$ to $\phi_f$ is displaced by
$$q_f-q_0=\frac{Q}{\alpha}\int_{\phi_f}^{\phi_0}\Delta(\phi)\,d\phi . \tag{4}$$
For $K_\perp\ll K$ the width is nearly $\Delta_0=\sqrt{A/K}$. With $\delta\phi=\phi_f-\phi_0$, the distance is then, to leading order,
$$|q_f-q_0|=\frac{\Delta_0|\delta\phi|}{\alpha}. \tag{5}$$

## Two lemmas

**Lemma 1 (force balance).** For a wall between two uniform domains $\pm\mathbf e_3$,
$$\int\mathbf m'\cdot(\mathbf m\times\dot{\mathbf m})\,dx+\alpha\int\mathbf m'\cdot\dot{\mathbf m}\,dx=0 . \tag{6}$$

*Proof.* Take the cross product of $\mathbf m$ with (1), using $\mathbf m\times(\mathbf m\times\mathbf a)=\mathbf m(\mathbf m\cdot\mathbf a)-\mathbf a$. Since $|\mathbf m|=1$, we have $\mathbf m\cdot\dot{\mathbf m}=0$, and
$$\mathbf m\times\dot{\mathbf m}=\gamma_0\left[\mathbf H-\mathbf m(\mathbf m\cdot\mathbf H)\right]-\alpha\dot{\mathbf m}.$$
Now take the scalar product with $\mathbf m'$. Because $\mathbf m\cdot\mathbf m'=0$, the middle term drops out:
$$\mathbf m'\cdot(\mathbf m\times\dot{\mathbf m})+\alpha\,\mathbf m'\cdot\dot{\mathbf m}=\gamma_0\,\mathbf H\cdot\mathbf m' .$$
By (2), the right side is a total derivative:
$$\mathbf H\cdot\mathbf m'=\frac{1}{\mu_0M_s}\frac{\partial}{\partial x}\left(A|\mathbf m'|^2+Km_3^2-K_\perp m_2^2\right).$$
In both domains the bracket equals $K$, so its integral over $x$ vanishes. $\square$

The lemma says that a wall between domains of equal energy feels no net force.

**Lemma 2 (wall integrals).** For the profile (3),
$$\int\mathbf m'\cdot(\mathbf m\times\dot{\mathbf m})\,dx=-2Q\dot\phi,\qquad \int\mathbf m'\cdot\dot{\mathbf m}\,dx=-\frac{2\dot q}{\Delta}. \tag{7}$$

*Proof.* In the spherical basis, $\mathbf m\times\mathbf e_\theta=\mathbf e_\phi$ and $\mathbf m\times\mathbf e_\phi=-\mathbf e_\theta$. With a uniform tilt,
$$\mathbf m'=\theta'\mathbf e_\theta,\qquad \dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\phi\,\mathbf e_\phi,\qquad \mathbf m\times\dot{\mathbf m}=\dot\theta\,\mathbf e_\phi-\sin\theta\,\dot\phi\,\mathbf e_\theta .$$
The first integrand is therefore $-\theta'\sin\theta\,\dot\phi=\dot\phi\,(\cos\theta)'$. Across the wall $\cos\theta$ changes by $-2Q$, which gives the first result.

The second integrand is $\theta'\dot\theta$. Differentiating (3), with $\sin\theta=\operatorname{sech}[(x-q)/\Delta]$, gives
$$\theta'=\frac{Q\sin\theta}{\Delta},\qquad \dot\theta=-\frac{Q\sin\theta}{\Delta}\left[\dot q+(x-q)\frac{\dot\Delta}{\Delta}\right].$$
In the product, the term with $\dot\Delta$ is odd about $q$ and integrates to zero. The other term contains $\int\operatorname{sech}^2[(x-q)/\Delta]\,dx=2\Delta$, and
$$\int\theta'\dot\theta\,dx=-\frac{\dot q}{\Delta^2}\,2\Delta=-\frac{2\dot q}{\Delta}.\qquad\square$$

## Proof of the theorem

Inserting (7) in (6) gives $-2Q\dot\phi-2\alpha\dot q/\Delta=0$, or
$$\frac{\alpha\dot q}{\Delta}+Q\dot\phi=0,\qquad \dot q=-\frac{Q\Delta(\phi)}{\alpha}\dot\phi. \tag{8}$$
Integrate over time and change the variable from $t$ to $\phi$:
$$q_f-q_0=-\frac Q\alpha\int_{\phi_0}^{\phi_f}\Delta(\phi)\,d\phi .$$
Exchanging the limits gives (4). With constant width this becomes $q_f-q_0=-Q\Delta_0\,\delta\phi/\alpha$, whose magnitude is (5). $\square$

**Remark (size of the width correction).** Let $\kappa=K_\perp/K$. Then $\Delta=\Delta_0(1+\kappa\sin^2\phi)^{-1/2}$ lies between $\Delta_0/\sqrt{1+\kappa}$ and $\Delta_0$, so the ratio of (4) to (5) lies between $1/\sqrt{1+\kappa}$ and 1. For relaxation to $\phi_f=0$, expand the root to first order in $\kappa$ and use $\int_0^{\phi_0}\sin^2\phi\,d\phi=\phi_0/2-\sin(2\phi_0)/4$. The relative correction is
$$-\frac\kappa4\left(1-\frac{\sin2\phi_0}{2\phi_0}\right).$$

## Why the tilt relaxes, and how fast

The theorem relates distance to tilt but does not show that the tilt relaxes. For this, write (1) in components:
$$\sin\theta\,\dot\phi-\alpha\dot\theta=-\gamma_0H_\theta,\qquad \dot\theta+\alpha\sin\theta\,\dot\phi=\gamma_0H_\phi .$$
For the profile (3), $\theta''=\sin\theta\cos\theta/\Delta^2$, so exchange and anisotropy cancel in $H_\theta$ and $H_\theta=0$. The azimuthal field comes from the transverse anisotropy:
$$H_\phi=-\frac{H_K}{2}\sin\theta\sin2\phi,\qquad H_K=\frac{2K_\perp}{\mu_0M_s}.$$
Neglect $\dot\Delta$ and put $\dot\theta=-Q\sin\theta\,\dot q/\Delta$. The factor $\sin\theta$ then cancels from both equations. The first becomes (8) again, and the second becomes
$$\frac{Q\dot q}{\Delta}=\alpha\dot\phi+\frac{\gamma_0H_K}{2}\sin2\phi . \tag{9}$$
Thus (3) satisfies the equation of motion at every point of the wall, apart from the neglected term. That term is $(x-q)\dot\Delta/\Delta^2$, of order $\kappa\dot\phi$ within the wall, while $\dot q/\Delta$ is of order $\dot\phi/\alpha$. Its relative size is $\alpha\kappa$, so the profile may be used when $\alpha\kappa\ll1$.

**Proposition.** Within this approximation,
$$\tan\phi=\tan\phi_0\,e^{-t/\tau},\qquad \tau=\frac{1+\alpha^2}{\alpha\gamma_0H_K}. \tag{10}$$

*Proof.* Equation (8) gives $Q\dot q/\Delta=-\dot\phi/\alpha$. Substitute this in (9) and collect the terms in $\dot\phi$:
$$-\frac{1+\alpha^2}{\alpha}\dot\phi=\frac{\gamma_0H_K}{2}\sin2\phi,\qquad\text{so}\qquad \dot\phi=-\frac{\sin\phi\cos\phi}{\tau}.$$
Hence $d(\tan\phi)/dt=\dot\phi/\cos^2\phi=-\tan\phi/\tau$, whose solution is (10). $\square$

The velocity follows from (8):
$$\dot q=\frac{Q\Delta\gamma_0H_K\sin2\phi}{2(1+\alpha^2)} . \tag{11}$$

**Remark (direction).** If $0<\phi_0<90^\circ$, the tilt falls to zero and the displacement has the sign of $Q$. If $90^\circ<\phi_0<180^\circ$, the tilt rises to $180^\circ$ and the wall moves the other way. At $90^\circ$ it is in unstable equilibrium.

**Remark (weak damping).** As $\alpha\to0$ with the other parameters fixed, distance and relaxation time both grow as $1/\alpha$, while the speed (11) stays finite. At $\alpha=0$ the tilt does not relax, and the wall moves on at constant speed. Similarly, a smaller $K_\perp$ makes the motion slower and longer-lasting. To leading order in $\kappa$ it leaves the total distance unchanged.

## Worked example

Take $A=10$ pJ/m, $K=300$ kJ/m³, $K_\perp=30$ kJ/m³, $M_s=700$ kA/m and $\alpha=0.05$. A short pulse, now over, has left a wall with $Q=+1$ at a tilt of $60^\circ=1.047$ rad. The width at zero tilt is
$$\Delta_0=\sqrt{\frac{10^{-11}\ \text{J/m}}{3\times10^5\ \text{J/m}^3}}=5.77\ \text{nm},$$
and (5) gives
$$\frac{5.774\ \text{nm}\times1.0472}{0.05}=120.9\ \text{nm}.$$
The integral (4) gives 119.2 nm, which is 1.4% less than the constant-width value. The first-order estimate above gives $-0.025\,(1-0.866/2.094)=-1.5\%$.

The transverse field is $\mu_0H_K=85.7$ mT. With $\gamma=1.761\times10^{11}$ rad/(s T),
$$\tau=\frac{1.0025}{0.05\times1.761\times10^{11}\times0.0857}\ \text{s}=1.33\ \text{ns}.$$
By (10), the tilt has lost 90% of its initial value after $\tau\ln(\tan60^\circ/\tan6^\circ)=3.7$ ns. The wall starts at 36 m/s and reaches 42 m/s as the tilt passes $45^\circ$, where $\sin2\phi$ is largest.

Equation (1) was also integrated on a grid, with the profile (3) imposed only at the start. When the tilt had fallen to $0.09^\circ$, the wall had moved 118.9 nm, against 119.0 nm from (4) for the same change of tilt. The gap of 0.1 nm is mostly discretization error at the grid spacing $0.45\Delta_0$; it falls to about 0.02 nm at $0.35\Delta_0$. Reversing $Q$ reversed the motion. At fixed $A$, $K$, initial tilt and $\alpha=0.10$, halving $K_\perp$ changed the simulated distance from 59.6 to 59.9 nm. The slower run had not quite relaxed when it ended; for full relaxation (4) gives 59.6 and 60.0 nm. A start at $120^\circ$ gave $-59.6$ nm. The numerical output lists these runs.

## Coasting after a steady field

Let a field $H_a$ along $\mathbf e_3$ act first. It adds $H_am_3'$ to $\mathbf H\cdot\mathbf m'$, whose integral is $-2QH_a$. The balance (8) becomes
$$\frac{\alpha\dot q}{\Delta}+Q\dot\phi=Q\gamma_0H_a, \tag{12}$$
while (9) is unchanged. In steady motion $\dot\phi=0$, and the two equations give
$$\dot q=\frac{Q\gamma_0H_a\Delta}{\alpha},\qquad \sin2\phi=\frac{2H_a}{\alpha H_K}.$$
A steady solution requires $|H_a|\le\alpha H_K/2$. For 1 mT in the example, the tilt on the branch that starts from zero is $13.9^\circ=0.243$ rad and the speed is 20.3 m/s, also found on the grid.

When the field is switched off, this tilt relaxes. By (11) the motion keeps its direction, and by (5) the wall coasts a further $5.77\ \text{nm}\times0.243/0.05\approx28$ nm. The tilt thus gives the wall a form of inertia.

## Pinning

Model pinning as dry friction: while the wall moves, it acts like a field of magnitude $H_c$ opposing the motion. This is a simplification. A static energy landscape pushes a moving wall forward in some places and back in others, so a wall with inertia can lose much less distance than friction of the same strength would take. In a wide well it can also lose all of it, by being drawn back to where it started. Take $Q=+1$ and $0<\phi_0<90^\circ$, and write $D=\tfrac12\gamma_0H_K\sin2\phi$ and $h=\gamma_0H_c$. Equations (12) and (9) are then
$$\dot\phi=-\frac{\alpha\dot q}{\Delta}-h,\qquad \frac{\dot q}{\Delta}=\alpha\dot\phi+D .$$
Inserting each in the other gives
$$(1+\alpha^2)\frac{\dot q}{\Delta}=D-\alpha h,\qquad (1+\alpha^2)\dot\phi=-(\alpha D+h).$$
The wall moves if $D>\alpha h$ at the start, and stops at the smaller angle $\phi_s$ satisfying $\sin2\phi_s=2\alpha H_c/H_K$. Dividing the equations and integrating gives the distance
$$s=\int_{\phi_s}^{\phi_0}\Delta\,\frac{D-\alpha h}{\alpha D+h}\,d\phi . \tag{13}$$
For $h\to0$ this returns (4). If $D\le\alpha h$ at the start, the wall is held at first. For $\phi_0>45^\circ$, $D$ then grows as the tilt falls and the wall can break free later; the upper limit in (13) is then the angle at which $D$ first exceeds $\alpha h$. Once the wall has stopped, (9) with $\dot q=0$ gives $|\dot\phi|=D/\alpha$. Holding the wall requires $|\dot\phi|\le h$, which is met at $\phi_s$ and remains so as $D$ falls.

The tilt now has a second way to relax: the pinning field turns it directly, without the polar motion that carries the wall forward. In this model, nearly free automotion requires $h\ll\alpha D$ over most of the relaxation. In the example the largest value of $\alpha D/\gamma$ is $0.05\times85.7/2=2.1$ mT. Accordingly, friction of 1 mT shortens the distance from 119 to 67 nm, and 5 mT to 27 nm. A grid run with a constant opposing field of 1 mT turned back after 67 nm, in agreement with (13).

## Thermal wandering

A field $H_a$ exerts a force $2\mu_0M_s|H_a|S$ on a wall of cross-section $S$, because moving the wall by $dq$ reverses the moment of a volume $S\,dq$. Dividing the steady speed by this force gives the mobility, and the Einstein relation then gives the diffusion constant
$$D_T=k_BT\,\frac{\gamma\Delta_0}{2\alpha M_sS}.$$
For a track 200 nm wide and 3 nm thick at 300 K, $D_T=100$ nm²/ns. This constant treats the wall as straight, with one tilt along its whole length, and describes its wandering over times much longer than $\tau$. Applied to the 3.7 ns in which 90% of the tilt is lost, it gives $\sqrt{2\times100\times3.72}\ \text{nm}=27$ nm, or 23% of the free displacement. Since 3.7 ns is less than $3\tau$, this is only an order of magnitude. For such a straight wall starting at a sharply defined tilt it is too large, because part of the thermal agitation is still stored in the tilt and has not yet become displacement. A thermal spread of the initial tilt would add to the wandering.

## The model beside a real track

The parameters are rough values in the regime of a perpendicular Co/Ni multilayer. The transverse anisotropy is a chosen round number, not computed from the track's cross-section; for a free wall it affects mainly the duration, but with pinning it also affects the distance, through $D$ in (13). Damping matters more for the free distance, which at fixed width and tilt scales as $1/\alpha$. Pinning can change the predicted 119 nm strongly: if it acts as dry friction, fields of 1 mT and 5 mT remove about 44% and 78% of it. A measured depinning field should not simply be inserted for $H_c$, because the loss in a static landscape depends on its shape and length scale as well as its strength. Nonlocal magnetostatic fields, bending of the wall across the track and any Dzyaloshinskii–Moriya interaction are also left out, and their effects are not sized here. The tilt can vary along the wall over a length of about $\sqrt{A/K_\perp}=18$ nm, much less than the 200 nm width of the track, so a single uniform tilt is a further assumption. The example strains it. For tilts between $45^\circ$ and $135^\circ$, a straight wall treated as an elastic line is unstable to bending at wavenumbers with $k^2<K_\perp|\cos2\phi|/A$. At $60^\circ$ this means wavelengths above about 160 nm, so the two longest modes of the track grow, initially at about 3 per ns, while the tilt stays above $45^\circ$ for 0.7 ns. Thermal noise amplified in this way can send parts of the wall to $180^\circ$ instead of $0$, and each per cent of the wall length that does so removes about $0.01\,\pi\Delta_0/\alpha=3.6$ nm from the mean displacement. Where it fails, the mean displacement can differ from the one given here, and so can the thermal scatter. The value $\Delta_0|\delta\phi|/\alpha$ is therefore an estimate for a straight, weakly pinned wall with uniform tilt and $K_\perp\ll K$.

## Calculated quantities

```
saturation magnetization Ms = 700 kA/m
exchange A = 10 pJ/m
easy-axis anisotropy K = 300 kJ/m3
transverse anisotropy K_perp = 30 kJ/m3
ratio K_perp/K = 0.10
damping alpha = 0.05
initial tilt = 60 deg = 1.0472 rad
gyromagnetic ratio = 1.7609e+11 rad/(s T)
transverse field mu0*H_K = 85.7 mT
wall width at zero tilt = 5.774 nm
wall width at initial tilt = 5.568 nm
displacement, constant width = 120.9 nm
displacement, varying width = 119.2 nm
width correction = -1.42 %
relaxation time tau = 1.328 ns
time to lose 90 % of the tilt = 3.72 ns
initial speed = 36.3 m/s
speed at 45 deg tilt = 42.4 m/s
simulated time = 9.29 ns
tilt left at end of example run = 0.090 deg
Grid simulation against formulas (to the tilt reached at the end):
 alpha=0.05 K_perp/K=0.10 tilt=60 deg Q=+1: simulated 118.94 nm, varying width 119.03 nm, constant width 120.74 nm
 alpha=0.05 K_perp/K=0.10 tilt=60 deg Q=-1: simulated -118.94 nm, varying width -119.03 nm, constant width -120.74 nm
 alpha=0.10 K_perp/K=0.10 tilt=60 deg Q=+1: simulated 59.58 nm, varying width 59.60 nm, constant width 60.46 nm
 alpha=0.10 K_perp/K=0.05 tilt=60 deg Q=+1: simulated 59.89 nm, varying width 59.93 nm, constant width 60.36 nm
 alpha=0.10 K_perp/K=0.10 tilt=30 deg Q=+1: simulated 30.08 nm, varying width 30.10 nm, constant width 30.23 nm
 alpha=0.10 K_perp/K=0.10 tilt=120 deg Q=+1: simulated -59.58 nm, varying width -59.60 nm, constant width -60.46 nm
simulated stop in 1 mT opposing field = 67.2 nm
stopping distance, pinning 1 mT = 67.2 nm
stopping distance, pinning 5 mT = 26.7 nm
steady tilt in 1 mT driving field = 13.91 deg
steady speed at 1 mT, simulated = 20.26 m/s
steady speed at 1 mT, formula = 20.27 m/s
track width = 200 nm
track thickness = 3 nm
temperature = 300 K
wall diffusion constant = 100.3 nm2/ns
rms thermal wandering in the 90 % time = 27.3 nm
```
